# Eigenchannel R-matrix method for an electron outside an ion core, part 2

An electron moves outside an ion core that has $N$ states with energies $E_i$. In atomic units the radial channel functions $u_i(r)$, with $u_i(0)=0$, obey

$$-\tfrac12u_i''+\sum_jU_{ij}u_j=Eu_i,\qquad U_{ij}=\Big[\frac{l_i(l_i+1)}{2r^2}-\frac1r+E_i\Big]\delta_{ij}+V_{ij}(r),$$

where $V$ is real, symmetric and zero for $r\ge r_0$. The functional

$$b[\psi]=\frac{\mathcal N}{\mathcal D}=\frac{2\int_0^{r_0}\big(E\,\psi^T\psi-\tfrac12\psi'^T\psi'-\psi^TU\psi\big)\,dr}{\psi^T(r_0)\,\psi(r_0)}$$

is stationary at the $N$ eigenchannels, $\psi'(r_0)=-b\,\psi(r_0)$. Their unit surface vectors $Z_\alpha$ are the columns of $Z$; in matrix form $b$ is diagonal. For an error $\eta\delta$ in $\psi$, and for the slope,

$$b[\psi+\eta\delta]-b=\frac{\eta^2\,(\mathcal N[\delta]-b\,\mathcal D[\delta])}{1+2\eta\,Z^T\delta(r_0)+\eta^2\mathcal D[\delta]},\qquad\frac{db}{dE}=\frac{2\int_0^{r_0}\psi^T\psi\,dr}{\psi^T(r_0)\psi(r_0)}>0 .$$

Closed-type basis functions ($c$) vanish at $r_0$; one open-type function ($o$) per channel equals 1 there. Let $O$ be the overlap matrix, $\mathcal H$ the Hamiltonian matrix with the kinetic energy in first-derivative form, and $\Gamma=2(EO-\mathcal H)$. With $\mathcal H_{cc}X_\lambda=E_\lambda O_{cc}X_\lambda$ and $X^TO_{cc}X=1$,

$$\Omega Z_\alpha=b_\alpha Z_\alpha,\qquad\Omega=\Gamma_{oo}-\sum_\lambda\frac{w_\lambda w_\lambda^T}{2(E-E_\lambda)},\qquad w_\lambda=\Gamma_{oc}X_\lambda .$$

The $E_\lambda$ are the levels of the box with a hard wall at $r_0$.

In each channel $e=2(E-E_i)$, equal to $-1/\nu^2$ below threshold and $k^2$ above; $\beta=\pi(\nu-l)$. The Coulomb pair entire in the energy is $f_0=N_lr^{l+1}\sum a_nr^n$, $\pi g_0=\alpha f_0\ln2r+r^{-l}\sum d_nr^n$, with $a_0=1$, $d_0=-(2l)!/2^l$, $m=n-2l-1$, $a_m=0$ for $m<0$, and

$$n(n+2l+1)\,a_n=-2a_{n-1}-e\,a_{n-2},\qquad N_l=\frac{2^{l+1}}{(2l+1)!},$$

$$n\,m\,d_n=-2d_{n-1}-e\,d_{n-2}-\alpha N_l(2m+2l+1)\,a_m,\qquad\alpha=A=\prod_{p=1}^{l}(1+p^2e),$$

$$d_{2l+1}=N_l\{A[\gamma-\psi(2l+2)]+t_le\},\qquad t_0=0,\quad t_1=\tfrac14 .$$

Here $\psi(\cdot)$ is the digamma function and $\gamma$ Euler's constant. For $l=0,1$ the standard pair, with $W(f,g)=2/\pi$, is $f=af_0$, $g=(g_0+Gf_0)/a$, $G=Ah/\pi$, where

- below threshold ($\nu>l$): $a^2=A$, $h=\psi(\nu)+\frac1{2\nu}-\ln\nu$, and the decaying solution is $f\cos\beta+g\sin\beta$;
- above: $a^2=\frac A{1-e^{-2\pi/k}}$, $h=\mathrm{Re}\,\psi(i/k)+\ln k$, and $(f,g)=\sqrt{2/\pi k}\,(F_l,-G_l)$ in the usual Coulomb functions.

Near threshold $h\sim\frac e{12}+\frac{e^2}{120}+\frac{e^3}{252}$ on both sides. Matching $u=fI-gJ$ for $r\ge r_0$ uses

$$I=\frac\pi2W(u,g),\qquad J=\frac\pi2W(u,f),\qquad K=JI^{-1},\qquad W(a,b)=ab'-a'b,$$

and $S=(I+iJ)(I-iJ)^{-1}$.

## Matching, symmetry and what is smooth

Let $f,g$ be diagonal matrices and $u=fI-gJ$. In each row, $W(u,g)=W(f,g)I=\frac2\pi I$ and $W(u,f)=-W(g,f)J=\frac2\pi J$, which are the formulas of the opening, evaluated with $u=Z$, $u'=-Zb$. The coefficients are constant wherever $V=0$, and another choice of the $N$ solutions multiplies $I$ and $J$ on the right by the same matrix, so $K$ does not depend on $r_0$.

The matrix $u^Tu'-u'^Tu$ has derivative $u^Tu''-u''^Tu=0$ because $U$ is symmetric, and it vanishes at the origin. Inserting $u=fI-gJ$, the $ff'$ and $gg'$ terms cancel and $-\frac2\pi(I^TJ-J^TI)=0$ remains. Since $I^TJ-J^TI=I^T(K-K^T)I$, $K$ is symmetric. Further,

$$(I\mp iJ)^\dagger(I\mp iJ)=I^TI+J^TJ ,$$

which is positive definite, because $Ic=Jc=0$ would make the solution $uc$ vanish identically. Hence $I-iJ$ is invertible at every real energy, and $S=(1+iK)(1-iK)^{-1}$ is unitary, symmetric and finite even where $\det I=0$ gives $K$ a pole. The eigenvalues of $S$ are $e^{2\pi i\mu_\alpha}$, with $\tan\pi\mu_\alpha$ the eigenvalues of $K$; a pole of $K$ is the passage of an eigen quantum defect $\mu_\alpha$ through one half.

Matching to $(f_0,g_0)$ defines $I_0,J_0,K_0,S_0$. Inner solutions started at the origin with energy-independent leading terms are entire in $E$, so $I_0$ and $J_0$ can be chosen entire, $K_0$ is meromorphic, and $S_0$ is analytic on the real axis. Comparing $f_0I_0-g_0J_0$ with $fI-gJ=f_0(aI-a^{-1}GJ)-g_0a^{-1}J$ gives

$$J=aJ_0,\qquad I=a^{-1}(I_0+GJ_0),\qquad K=a\,(K_0^{-1}+G)^{-1}a .$$

All threshold non-analyticity sits in the known $a$ and $G$. A function analytic around a real interval has Chebyshev interpolants that converge geometrically, at a rate set by the nearest complex pole, so $S_0$ is the matrix to interpolate. Multiplying $I_0,J_0$ on the right by $(I_0-iJ_0)^{-1}$ makes $I_0-iJ_0=1$ and $I_0+iJ_0=S_0$, so $I_0=(1+S_0)/2$ and $J_0=(S_0-1)/2i$ serve as input to the formulas above.

The procedure is thus: build $O$ and $\mathcal H$; diagonalize the closed block; at each Chebyshev node form $\Omega$, $b$, $Z$, then $I_0$, $J_0$, $S_0$; interpolate; at any energy apply $a$ and $G$; impose the conditions at infinity.

## Closed channels

A physical solution $uc$ must decay in each closed channel, so its coefficients $(Ic)_i$ and $-(Jc)_i$ stand as $\cos\beta_i$ to $\sin\beta_i$, that is $\sin\beta_i(Ic)_i+\cos\beta_i(Jc)_i=0$. With the normalization $I=1$, $J=K$ and all channels closed, levels occur where

$$\det(\sin\beta+\cos\beta\,K)=0 .$$

For one channel this is $\tan\pi(\nu-l)=-\tan\pi\mu$, or $\nu=n-\mu$ with integer $n$, the Rydberg formula. For channel 1 open and channel 2 closed, $c_2=-K_{21}c_1/(K_{22}+\tan\beta_2)$, and the ratio $(Kc)_1/c_1$ is

$$\tan\delta=K_{11}-\frac{K_{12}^2}{K_{22}+\tan\beta_2}.$$

For the resonance shape use $I=(1+S)/2$, $J=(S-1)/2i$, for which $\sin\beta\,I+\cos\beta\,J=(e^{i\beta}S-e^{-i\beta})/2i$ row by row. The condition becomes $S_{21}c_1+(S_{22}-e^{-2i\beta_2})c_2=0$, and $e^{2i\delta}=(Sc)_1/c_1=(\det S-S_{11}e^{-2i\beta_2})/(S_{22}-e^{-2i\beta_2})$. The 22 element of $S^{-1}=S^\dagger$ gives $S_{11}=S_{22}^*\det S$. With $S_{22}=\rho\,e^{2\pi i\mu_{22}}$ and $\phi=2\beta_2+2\pi\mu_{22}$,

$$e^{2i\delta}=-\det S\;e^{-2\pi i\mu_{22}}\;e^{i\phi}\,\frac{1-\rho e^{-i\phi}}{1-\rho e^{i\phi}} .$$

The phase of the $\phi$-dependent part is $\phi+2\arctan[\rho\sin\phi/(1-\rho\cos\phi)]$, with derivative $(1-\rho^2)/(1-2\rho\cos\phi+\rho^2)$. It peaks where $\phi$ is a multiple of $2\pi$, at $\nu_2+\mu_{22}=n$, with height $(1+\rho)/(1-\rho)=\coth(\xi/2)$, $\xi=-\ln\rho$. The pole lies at $\rho e^{i\phi}=1$, or $\phi=2\pi m-i\xi$. From $E=E_2-1/2\nu_2^2$ follows $d\nu_2/dE=\nu_2^3$, so $\phi'=2\pi(\nu_2^3+d\mu_{22}/dE)$. Linearizing $\phi$ places the pole at $E_r-i\Gamma_r/2$ with

$$\Gamma_r=\frac{-\ln|S_{22}|}{\pi\,(d\nu_2/dE+d\mu_{22}/dE)} .$$

For $\xi\ll1$, an isolated resonance, and with $\rho$ and $\det S$ taken constant across it, $d\delta/dE$ is a Lorentzian with peak $\phi'/\xi=2/\Gamma_r$ and half that value at $E_r\pm\Gamma_r/2$. The $\phi$-dependent factor, including the minus sign, is $-1$ at $\phi=0$ and $+1$ at $\phi=\pi$: the physical $e^{2i\delta}$ changes sign between the resonance centre and the background.

## A two-channel model

Take round parameters: $l_1=0$, $l_2=1$, thresholds 0 and 3 eV, and $V_{11}=-20$, $V_{22}=-40$, $V_{12}=20\,(r/r_a)$ eV, each times $e^{-r^2/r_a^2}$ with $r_a=0.5$ Å. The box has $r_0=3$ Å, where $|V_{12}|=2.8\times10^{-14}$ eV, so treating $V$ as zero outside is harmless. The model represents no atom; the digits below serve to compare methods. The closed-type functions are $P_{j+1}-P_{j-1}$, $j=1,\dots,40$, of the Legendre variable $2r/r_0-1$, the open-type function is $r/r_0$, and the integrals use 120-point Gauss–Legendre quadrature. In eV and Å the factor $\pi/2$ of the matching becomes $(\pi/2)\hbar^2/m=(\pi/2)(7.619964)=11.9694$ eV Å$^2$, and $e=2(E-E_i)/27.211386$ eV.

The lowest box levels are $-20.3258$, $-0.6026$, $1.1393$ and $14.2376$ eV. At $E=1$ eV two lie below, and

$$b=(-3.07611993,\ 16.55022883)\ \text{Å}^{-1},\qquad Z=\begin{pmatrix}-0.936236&-0.351371\\-0.351371&0.936236\end{pmatrix}.$$

The direct route integrates two regular solutions outward from near the origin by an adaptive eighth-order Runge–Kutta method and diagonalizes $-u'u^{-1}$ at $r_0$; it gives the same digits. With 6, 10, 14, 18 and 24 closed-type functions per channel the larger of the two absolute differences from the direct values is $0.38$, $5.7\times10^{-3}$, $5.0\times10^{-5}$, $2.3\times10^{-7}$ and $4.7\times10^{-10}$ Å$^{-1}$.

The slopes $db/dE$ from a finite difference of the variational $b$ are $1.8512$ and $124.764$ (eV Å)$^{-1}$, and twice the norms of the integrated eigenchannels round to the same values. The second is large because the box level at 1.1393 eV is near. A term proportional to $1/(E_\lambda-E)$ has a slope equal to its value divided by $E_\lambda-E$. Taking all of $b_2$ as that term gives the rough estimate $16.55/0.1393\approx119$; the residue of $\Omega$ at the level, projected on $Z_2$, makes the term $17.35$ Å$^{-1}$, the rest of $b_2$ being $-0.80$ Å$^{-1}$, and its slope $17.35/0.1393\approx124.6$, nearly the whole. Adding $\eta\,(\sin\varrho,\ \varrho^2/20)$, $\varrho=r/0.529177$ Å, to the integrated eigenchannels and evaluating the functional by quadrature at $\eta=10^{-3}$ and $\eta/2$ gives error ratios 4.0001 and 3.9932. The error formula predicts $4[1-\eta Z^T\delta(r_0)]$ to first order; at $\varrho=5.669$, $\delta=(-0.576,\,1.607)$, so $Z^T\delta=-0.025$ and $1.707$, which give these two ratios.

In channel 1, $e=0.07350$, $a^2=1.000000$ and $h\approx0.006125+0.000045+0.000002$, so $G=0.001964$. In channel 2, $\nu_2=2.608227$, $a^2=1-1/\nu_2^2=0.853003$ and $G=-0.003280$. The series at $r_0$ give, in (eV Å)$^{-1/2}$ and (eV Å$^3$)$^{-1/2}$,

- channel 1: $f=-0.013656$, $g=-0.260789$, $f'=0.318560$, $g'=-0.034363$;
- channel 2: $f=0.098857$, $g=0.324618$, $f'=-0.223138$, $g'=0.112402$.

For the 11 elements $u=-0.936236$ and $u'=-b_1u=-2.87997$, so

$$I_{11}=11.9694\,(0.032172-0.751066)=-8.6047,\qquad J_{11}=11.9694\,(-0.298247-0.039329)=-4.0406 .$$

The full matrices, in (eV Å)$^{1/2}$, are

$$I=\begin{pmatrix}-8.604744&18.296824\\3.726923&61.464850\end{pmatrix},\qquad J=\begin{pmatrix}-4.040609&-0.389206\\2.217387&15.833972\end{pmatrix}.$$

With $\det I=-528.8893-68.1909=-597.0802$,

$$K_{11}=\frac{-248.3554+1.4505}{-597.0802}=0.41352,\qquad K_{22}=\frac{-40.5711-136.2473}{-597.0802}=0.29614,$$

$$K_{12}=\frac{73.9303+3.3490}{-597.0802}=-0.12943,\qquad K_{21}=\frac{136.2914-59.0120}{-597.0802}=-0.12943 .$$

The eigen quantum defects are $0.066715$ and $0.146804$. Matching to the entire pair gives $K_0$ with elements $0.413792$, $-0.140092$, $0.346815$ (11, 12, 22). To first order in $G$, $K=a(K_0-K_0GK_0)a$; for the 22 element $K_0GK_0=0.000039-0.000395$, and $0.853003\times0.347171=0.29614$. With $\tan\beta_2=-2.826922$,

$$\tan\delta=0.413521-\frac{0.016752}{0.296138-2.826922}=0.420140,\qquad\delta=0.397747\ \text{rad}.$$

The direct route integrates outward to 4 Å, integrates the decaying channel-2 solution inward from large $r$, joins the two and matches channel 1 to arbitrary-precision Coulomb functions. It gives $0.39774677$ rad, as does the R-matrix route carried to eight decimals.

**Energy dependence.** Interpolating $S_0$ on 14 Chebyshev nodes from $-2.5$ to $5$ eV gives

| $E$ (eV) | $K_{11}$ | $K_{12}$ | $K_{22}$ |
|---|---|---|---|
| $-2.0$ | 0.4400 | $-0.1320$ | 0.2459 |
| $-0.3$ | 0.4245 | $-0.1311$ | 0.2761 |
| $1.0$ | 0.4135 | $-0.1294$ | 0.2961 |
| $2.7$ | 0.4003 | $-0.1263$ | 0.3189 |
| $3.2$ | 0.3966 | $-0.1252$ | 0.3249 |
| $4.6$ | 0.3867 | $-0.1220$ | 0.3401 |

The values drift slowly through both thresholds and give no sign of a pole in this model. At these six energies the largest absolute difference between elements of the unitary $S$ and those from direct integration, matched at 4 Å to arbitrary-precision Coulomb, Kummer and Whittaker functions, is $6.9\times10^{-6}$ for 4 nodes and $2.9\times10^{-12}$ for 14. Without interpolation it is $2.8\times10^{-12}$, so 14 nodes reach the numerical floor of the comparison. Enlarging the box to 4 Å changes $S$ by at most $1.8\times10^{-12}$. The non-analytic factor $a^2/A-1$ reaches $3.2\times10^{-5}$ in channel 1 at 5 eV, far above that floor, and is restored exactly after the interpolation. The physical $e^{2i\delta}$ at 0.5, 1.0 and 2.6 eV and at the resonance below differs from the direct value by at most $3.2\times10^{-11}$. Interpolating $e^{2i\delta}$ itself on 14 nodes from 0.2 to 2.8 eV misses by up to 2.00 at the same energies, the size of the sign change derived above for an interpolant that follows the background.

**Resonance.** Iterating $\nu_2=4-\mu_{22}(E)$ gives $\mu_{22}=0.094457$, $\nu_2=3.905543$, $|S_{22}|=0.974785$, and

$$E_r=3-\frac{27.211386}{2\,(3.905543)^2}=2.108014\ \text{eV}=0.0774681\ \text{hartree}.$$

With $\xi=0.025538$, $d\nu_2/dE=2.189241$ eV$^{-1}$ and $d\mu_{22}/dE=0.003864$ eV$^{-1}$ from a finite difference,

$$\Gamma_r=\frac{0.025538}{\pi\,(2.193105)}\ \text{eV}=3.707\ \text{meV}=1.362\times10^{-4}\ \text{hartree}.$$

A finite difference of the direct phase gives $d\delta/dE=539.57$ eV$^{-1}$ at $E_r$, against $2/\Gamma_r=539.56$ eV$^{-1}$, and $269.37$ and $270.24$ eV$^{-1}$ at $E_r\mp\Gamma_r/2$. The asymmetry comes almost entirely from the curvature of $\nu_2(E)$. Over $\pm\Gamma_r/2$ the factor $\phi'\approx2\pi\nu_2^3$ changes by the fraction $\pm(3/\nu_2)(d\nu_2/dE)\Gamma_r/2=\pm0.00312$. The scaled detuning $\chi=\phi/\xi$ changes in size by half that fraction, and at $|\chi|=1$ the factor $1/(1+\chi^2)$ changes by minus the fractional change of $|\chi|$. The net fraction $\pm0.00156$ of $269.78$ gives $269.36$ and $270.20$ eV$^{-1}$. The direct values correspond to $\pm0.00162$; the slow energy dependence of $K$ supplies the small remainder.

**Bound levels.** The roots of the determinant between $-2.5$ and $-0.55$ eV, located by a scan and Brent's method, are listed with the channel-2 share of the norm. The share comes from diagonalizing the Hamiltonian in a hard-wall box of 80 Å with 200 functions per channel, which finds the same four levels with the same seven decimals.

| $E$ (eV) | $\nu_1$ | $\nu_2$ | share |
|---|---|---|---|
| $-1.6581424$ | 2.86450 | 1.70905 | 0.0079 |
| $-0.9191573$ | 3.84738 | 1.86322 | 0.0497 |
| $-0.7000922$ | 4.40842 | 1.91758 | 0.8569 |
| $-0.5642718$ | 4.91039 | 1.95378 | 0.0615 |

The third level is the $n=2$ member of the series whose $n=4$ member autoionizes at 2.108 eV. The other three have defects $n-\nu_1=0.1355$, $0.1526$ and $0.0896$. The determinant condition reads $-\tan\beta_1=K_{11}-K_{12}^2/(K_{22}+\tan\beta_2)$. At the two listed levels below the perturber $K_{22}+\tan\beta_2$ is negative, which raises the defect above $\arctan(K_{11})/\pi$ and lowers the level; at the listed level above it the sign is reversed. The sign also changes at the pole of $\tan\beta_2$ at $\nu_2=3/2$, so the rule does not extend to levels below that energy. The neighbours are pushed away from the perturber.

## Conditions under which the method fails

If $V$ has a long-range tail, such as a multipole coupling falling as a power of $r$, then $I$ and $J$ are not constant outside the box and $K$ depends on $r_0$; one then either enlarges the box until $K$ stops changing at the accuracy wanted, which can suffice for a tail that falls fast enough, such as $r^{-3}$ between open channels, or lets the outer pair solve the coupled long-range equations. If a channel is so deeply closed that $r_0$ lies far beyond its turning point, $f_0$ and $g_0$ in general both grow exponentially (at integer $\nu>l$, $f_0$ itself decays), the decaying combination is then a small difference of large terms, and the interpolated $S_0$ must be correspondingly accurate. When the decaying function is negligible at $r_0$, that channel is given closed-type functions only; it then drops out of $K$, and its levels appear as rapid energy dependence of $S_0$. Any narrow resonance confined inside the box has the same effect: it puts a pole of $S_0$ near the real axis, and the number of nodes must grow until it is resolved. The series for $f_0$ and $g_0$ lose digits by cancellation when $r_0$ or $kr_0$ is large. The width formula locates the pole as long as $\phi$ may be linearized and $\rho$ is nearly constant, but reading $\Gamma_r$ as the full width at half maximum needs $\xi\ll1$, since the half-maximum points lie at $\cos\phi=2-\cosh\xi$; for stronger coupling the periodic profile $(1-\rho^2)/(1-2\rho\cos\phi+\rho^2)$ replaces the Lorentzian.

Numerical values quoted here were computed with a short program.
